Self-annealing of plated copper: Avrami fit and the 90 percent time

PROBLEM

Some freshly plated copper films have fine grains and many grain boundaries, which scatter electrons. If larger grains then grow through such a film at room temperature, its sheet resistance falls. The readings below follow a model film from the end of plating, when t = 0. They are synthetic: a known curve was given Gaussian noise of standard deviation 0.02 mΩ/sq, then rounded to 0.01 mΩ/sq. The parameters of the curve are disclosed at the end of the solution.

t (h): R (mΩ/sq)
0: 21.98
2: 21.97
4: 21.74
6: 21.27
8: 20.72
10: 20.03
12: 19.35
14: 18.87
16: 18.43
18: 18.26
20: 18.10
22: 18.06
24: 17.98
26: 18.00
28: 18.00
30: 17.98

Let X be the area fraction that has recrystallised. Assume the Avrami law

X(t) = 1 − exp[−(t/τ)ⁿ].

(a) Justify this form for a thin film. (b) Relate X to R. (c) Fit τ and n. (d) Find the time t₉₀ at which X = 0.9, with its standard error.

Temperature and film thickness are constant. The new grains span the thickness, so both growth and conduction are two-dimensional. Each region obeys Ohm's law locally with its own constant sheet resistance, R₀ before and Rᵢ after recrystallisation, and the pattern of regions has no preferred direction. Write D = R₀ − Rᵢ.

HINTS

1. A point is still untransformed if no nucleus has appeared close enough, and early enough, to reach it. For random nuclei this is a Poisson probability.

2. The fractional drop Y = (R₀ − R)/D is not quite X. Treat each region as a disc in a uniform medium with the same sheet conductance as the film as a whole, and require the mean dipole of the discs to vanish.

3. Taking logarithms twice turns the Avrami law into a straight line. Ask what a small error in X does to the ordinate near the two plateaus.

4. Use the line for starting values, then fit R(t) itself with R₀, Rᵢ, τ and n all free.

SOLUTION

(a) The Avrami law in a film

Let grains grow as discs with constant radial speed v, stopping where they meet. Count the nuclei that could have reached a given point by time t, and call their mean number Xₑ. For nuclei placed independently at random, the probability of finding none is exp(−Xₑ). Hence

X = 1 − exp(−Xₑ).

This count includes fictitious nuclei that fall inside areas already transformed. They do no harm. Such a nucleus starts behind the front of the grain that covers it, and since both fronts move at speed v, it can reach no point before that grain does.

If all nuclei are present at t = 0 with density N, those within a distance vt count:

Xₑ = πNv²t².

If nuclei appear at a constant rate I per unit area, one born at time s must lie within v(t − s):

Xₑ = ∫₀ᵗ I πv²(t − s)² ds = πIv²t³/3.

Both have the form (t/τ)ⁿ, with n = 2 and 1/τ² = πNv² in the first case, and n = 3 and 1/τ³ = πIv²/3 in the second.

Growth was also simulated directly, in 40 periodic squares for each case. The mean number of nuclei per square was 200 for nuclei present at the start and 240, fictitious ones included, for a constant rate. At the times when the formulas predict X = 0.1, 0.5 and 0.9, the simulated fractions were 0.100, 0.499 and 0.898 for nuclei present at the start, and 0.102, 0.507 and 0.909 for a constant rate.

If both kinds of nuclei occur, Xₑ = at² + bt³, and its logarithmic slope is

d ln Xₑ/d ln t = (2at² + 3bt³)/(at² + bt³),

which lies between 2 and 3 and drifts upward with time. For such a mixture, a constant non-integer n is only an empirical description.

(b) From resistance to transformed fraction

Put a disc of radius a and sheet conductance s in a medium of sheet conductance sₑ, with applied field E₀ along x. Inside, the field is uniform, E_in. Outside, the potential is

φ = −E₀ r cos θ + A cos θ/r.

Continuity of the potential at r = a gives

E_in = E₀ − A/a².

Continuity of the radial current gives

s E_in = sₑ(E₀ + A/a²).

Insert A/a² = E₀ − E_in from the first condition into the second:

s E_in = sₑ(2E₀ − E_in), so E_in = 2sₑE₀/(sₑ + s).

The dipole strength is then

A = a²(E₀ − E_in) = a²E₀(s − sₑ)/(s + sₑ).

The medium represents the whole film if the dipoles average to zero. Since A is proportional to the area of the disc, each kind of region counts in proportion to its area fraction. With s = 1/Rᵢ on a fraction X, s = 1/R₀ on the rest, and sₑ = 1/R, this condition reads

X(R − Rᵢ)/(R + Rᵢ) + (1 − X)(R − R₀)/(R + R₀) = 0.

Multiply by (R + Rᵢ)(R + R₀). The two products needed are

(R − Rᵢ)(R + R₀) = R² + DR − R₀Rᵢ,
(R − R₀)(R + Rᵢ) = R² − DR − R₀Rᵢ.

Weighting them by X and 1 − X and adding gives

R² + (2X − 1)DR − R₀Rᵢ = 0.

The positive root is the resistance for a given X:

R = ½{−(2X − 1)D + √[(2X − 1)²D² + 4R₀Rᵢ]}.

Solving for X instead,

X = (DR + R₀Rᵢ − R²)/(2DR).

To compare this with Y, note that R₀ − R = DY and R − Rᵢ = D(1 − Y). The numerator factorises and can be rearranged:

DR + R₀Rᵢ − R² = (R₀ − R)(R + Rᵢ) = DY[2R − D(1 − Y)].

Dividing by 2DR gives

X = Y − Y(1 − Y)D/(2R).

The correction vanishes at both plateaus and for small contrast D/R. In between Y exceeds X, so reading the fractional drop as the transformed fraction makes the film look further along than it is.

The disc argument is an approximation, because real regions are not isolated discs. Its size was gauged by solving the conduction equations with a Fourier method on one simulated grain pattern, using 22 and 18 mΩ/sq for the two regions and averaging the conductance over two perpendicular directions. At X = 0.514 the solution was 19.846 mΩ/sq. The formula above gives 19.844 and the linear rule R = R₀ − DX gives 19.944.

(c) The fit

Rearrange the Avrami law to 1 − X = exp[−(t/τ)ⁿ] and take logarithms twice:

L ≡ ln[−ln(1 − X)] = n ln t − n ln τ.

For a first estimate take the end readings as plateaus: R₀ = 21.98 and Rᵢ = 17.98, so D = 4.00 mΩ/sq. At 12 h,

Y = (21.98 − 19.35)/4.00 = 0.6575,
X = 0.6575 − 0.6575 × 0.3425 × 4.00/(2 × 19.35) = 0.634,
L = ln[−ln(0.366)] = 0.006.

Not every reading deserves a place on the line. Differentiating L,

δL = δX/[(1 − X)(−ln(1 − X))].

Noise of 0.02 mΩ/sq corresponds to δX of about 0.02/4.00 = 0.005. At X = 0.634 this gives δL ≈ 0.014. At 2 h, where X = 0.0023, δX is larger than X itself: the linear estimate fails, and noise can make X negative, leaving L undefined. At 26 h, where X = 0.9944, δX is almost as large as 1 − X, and L is again unreliable. Errors in the assumed plateaus add to this. Keeping 0.05 < X < 0.95 leaves eight points:

t (h): X, L
4: 0.055, −2.876
6: 0.164, −1.721
8: 0.294, −1.054
10: 0.463, −0.477
12: 0.634, 0.006
14: 0.759, 0.353
16: 0.877, 0.739
18: 0.923, 0.941

The least-squares slope is n = 2.54. The line passes through the mean point, ln t = 2.293 and L = −0.511, so

ln τ = 2.293 + 0.511/2.54 = 2.494, or τ ≈ 12.1 h.

The line weights unequal errors equally and trusts two single readings as plateaus. Both faults are removed by minimising

S = Σ [R_measured(t) − R(t; R₀, Rᵢ, τ, n)]²,

where R(t) is the positive root above with the Avrami law inserted for X. The noise is then the same for every reading, and all sixteen can be used. Numerical minimisation from the starting values gives

R₀ = 22.000 ± 0.014 mΩ/sq
Rᵢ = 17.995 ± 0.009 mΩ/sq
τ = 12.01 ± 0.05 h
n = 2.50 ± 0.03

The errors are standard errors from the covariance matrix σ²(JᵀJ)⁻¹, where σ = 0.02 mΩ/sq and J holds the derivatives of R(t) with respect to the four parameters.

The root-mean-square residual is 0.0219 mΩ/sq, so S/σ² = 16 × (0.0219/0.02)² ≈ 19. With sixteen readings and four parameters the expected value is 12, with a standard deviation of √24 ≈ 5. The residuals are a little large, but not enough to reject the model.

(d) The 90 percent time

Setting X = 0.9 gives exp[−(t₉₀/τ)ⁿ] = 0.1, hence (t₉₀/τ)ⁿ = ln 10 and

t₉₀ = τ(ln 10)^(1/n).

With the fitted values, carrying one more digit,

t₉₀ = 12.010 × 2.3026^(1/2.498) = 12.010 × 1.396 = 16.77 h.

For the error, differentiate ln t₉₀ = ln τ + (1/n) ln(ln 10):

∂t₉₀/∂τ = t₉₀/τ = 1.396,
∂t₉₀/∂n = −t₉₀ ln(ln 10)/n² = −16.77 × 0.834/6.24 = −2.24 h.

The derivative with respect to n is negative because a larger n makes the transformation more abrupt around τ, drawing t₉₀ down towards it. The covariance of τ and n is −0.000128 h, so the variance of t₉₀ is

(1.396 × 0.047)² + (2.24 × 0.031)² + 2 × 1.396 × (−2.24) × (−0.000128)
= 0.0043 + 0.0048 + 0.0008 = 0.0099 h².

The square root is 0.10 h, and the result is

t₉₀ = 16.8 ± 0.1 h.

Generating 400 new data sets from the fitted curve with fresh noise, and refitting each, gave a scatter in t₉₀ of 0.093 h, close to this estimate.

The readings were generated with R₀ = 22 mΩ/sq, Rᵢ = 18 mΩ/sq, τ = 12 h and n = 2.5, for which t₉₀ = 16.75 h. The fit recovers this within its error. That shows the fitting procedure works when its model is true; it does not show that a real film obeys the model.

Reading the numbers

The quoted error covers noise alone. Two other effects can be larger.

The first is the resistance rule. If the fractional drop is taken for X, the film is declared 90 percent transformed when Y = 0.9, where R = 22.000 − 0.9 × 4.005 = 18.40 mΩ/sq. The corrected fraction is then

X = 0.9 − 0.09 × 4.005/(2 × 18.40) = 0.890,

and the fitted curve reaches it at 12.010 × [−ln(0.110)]^(1/2.498) ≈ 16.5 h. Refitting all the readings with the linear rule likewise gives 16.46 h. The shift of 0.3 h is three standard errors.

The second is temperature. Take a temperature coefficient of 0.004 per kelvin, a round value for bulk copper; boundary scattering makes it smaller in a fine-grained film. At X = 0.9, where the fitted resistance is 18.36 mΩ/sq, a change of 1 K alters R by 0.004 × 18.36 = 0.073 mΩ/sq, more than three times the noise. This is 0.018 of the total drop. In a single reading judged against fixed plateaus, cooling imitates transformation and warming hides it. A constant offset scales R₀, Rᵢ and R alike and leaves the fitted τ and n unchanged; a steady warming of 1 K over the 30 h, with all four parameters free, moves the fitted t₉₀ about 0.13 h earlier. This part of a drift can be removed by recording the film temperature and correcting the readings. The growth itself cannot be corrected that way: in a real film it is thermally activated, and its rate changes by the fraction Eₐ/(kT²) per kelvin. For an activation energy of 0.9 eV, taken as an example, this is about 0.12 per kelvin at 295 K, so a film 1 K warmer reaches X = 0.9 roughly 2 h sooner. The temperature must therefore be held steady, and t₉₀ quoted together with it.

VARIATION 1: THE CLOCK STARTS LATE

Suppose the first reading is taken 2 h after plating and labelled zero. What happens to n and t₉₀?

With t′ = t − 2 h, the true law is Xₑ = [(t′ + 2 h)/τ]ⁿ. Its logarithmic slope in the new variable is

d ln Xₑ/d ln t′ = n t′/(t′ + 2 h),

which is smaller than n. At t = 12 h it is 2.50 × 10/12 = 2.08. Dropping the reading at t = 0 and refitting the rest against t′ gives n = 2.05. Taken alone, this value would suggest that all nuclei were present at the start, although the film is the same. In this record the misfit gives a warning: S/σ² is 33, where 11 ± 5 is expected.

The fitted 90 percent time is 15.12 h on the late clock. Adding back the 2 h gives 17.12 h, which is 0.35 h later than before. Most of the damage to t₉₀ is thus undone if the delay is known, but not all of it, because a power of t is not a power of t′. The exponent is not repaired by adding the delay afterwards; the readings must be refitted with the right zero.

VARIATION 2: THE RECORD STOPS EARLY

Suppose measurement ends at 16 h. Can t₉₀ still be found?

If the last reading, 18.43 mΩ/sq, is taken as the final plateau, the Avrami line gives t₉₀ = 14.9 h, almost 2 h too early. The full fit puts X at 16 h at

1 − exp[−(16/12.01)^2.498] = 0.87,

so a film 87 percent transformed has been declared finished, and the fractions found from 6 h to 14 h are inflated.

If Rᵢ is left free instead, the nine remaining readings give t₉₀ = 17.1 ± 0.4 h. This agrees with the full record, but the standard error is about four times larger, since the plateau must now be inferred from the curvature of the fall. The estimate also leans on the Avrami form beyond the last reading, and its quoted error does not include any failure of that form. Continuing the readings until R is level removes the need to extrapolate, though the fitted t₉₀ still depends on the Avrami form within the record.
